\section*{Exact stationary velocity of polynuclear growth in one dimension, part 1}

(Sections cited here and not found follow in the second part.)

\section{The growth rule and its stationary state on a ring}

\subsection{What symmetry and dimensions fix}

A crystal front grows along a line with coordinate $x$. Its height $h(x,t)$ counts complete layers, so it is an integer without dimension. Three quantities describe the growth:
\begin{itemize}
\item $G$, the number of new islands per length and time;
\item $c$, the speed of the steps that bound the islands;
\item $u$, the mean tilt, in layers per length.
\end{itemize}
The velocity $v$ is wanted in layers per time. An up-step, at which $h$ rises by one as $x$ increases, moves left. A down-step moves right. Islands therefore widen.

In the variables
\begin{equation}
X=ct+x,\qquad Y=ct-x
\end{equation}
an up-step keeps $X$ constant and a down-step keeps $Y$ constant. The Jacobian gives $dX\,dY=2c\,dx\,dt$. The map $X'=aX$, $Y'=Y/a$ with $a>0$ preserves this area. It therefore sends random nucleation points of uniform density $G$ to random points of the same density, and it sends step paths to step paths. The height belonging to a space-time point is not altered. The growth rule thus has the symmetry of a Lorentz boost, with $c$ in the place of the speed of light.

On large scales a stationary front is $h\simeq ux+vt$. With $x=(X-Y)/2$ and $t=(X+Y)/(2c)$,
\begin{equation}
h\simeq\frac{v+cu}{2c}\,X+\frac{v-cu}{2c}\,Y .
\end{equation}
Writing $X=X'/a$ and $Y=aY'$ shows that the transformed front has
\begin{equation}
v'+cu'=\frac{v+cu}{a},\qquad v'-cu'=a\,(v-cu).
\end{equation}
The product of these two expressions is $v'^2-c^2u'^2=v^2-c^2u^2$. If the velocity is a function of the tilt, this combination has the same value at every tilt: a flat front with velocity $v_0$ is carried to $u'=v_0(1/a-a)/(2c)$, which takes every real value. The common value depends on $G$ and $c$ alone and has the dimension of an inverse time squared. In $G^\alpha c^\beta$ the length cancels if $\alpha=\beta$, and the time then requires $\alpha=\beta=1$. Hence
\begin{equation}
v=\sqrt{\kappa\,Gc+c^2u^2}
\label{eq:form}
\end{equation}
with a pure number $\kappa$. Symmetry does not supply $\kappa$. It follows from the statistics of the steps, which also provide a proof that does not presuppose a function $v(u)$.

\subsection{Assumptions and main statement}

The assumptions are these.
\begin{enumerate}
\item Nucleation points form a Poisson process in space-time: disjoint regions are independent, and a small region $dx\,dt$ holds a point with probability $G\,dx\,dt$. The rate is the same on every terrace.
\item A nucleation raises the height by one at a point and creates an up-step and a down-step there.
\item Every step moves at the constant speed $c$ in its own direction. Nothing detaches.
\item A down-step and an up-step that meet annihilate, because the valley between them has been filled.
\end{enumerate}

\paragraph{Theorem 1.} \emph{On the infinite line, for every tilt $u$, there is a stationary state in which up-steps and down-steps form independent Poisson processes with densities}
\begin{equation}
\rho_\pm=\frac12\left(\frac{v}{c}\pm u\right),\qquad
v=\sqrt{2Gc+c^2u^2},
\label{eq:main}
\end{equation}
\emph{and $v$ is its growth velocity in layers per time.}

So $\kappa=2$. The proof begins on a ring of length $L$, where the number of steps is finite, and then lets $L$ grow. On the ring let $n$ be the number of up-steps and $m$ the number of down-steps. One turn around the ring changes the height by
\begin{equation}
N=n-m .
\end{equation}
Nucleation adds one step of each kind and annihilation removes one of each, so $N$ is conserved, and the tilt is $u=N/L$. Take $N\ge0$; the other sign follows from the reflection $x\to-x$, which exchanges the two kinds of step.

\paragraph{Lemma 1 (kinematics).} \emph{The mean height of the ring, $H=L^{-1}\int_0^L h\,dx$, grows at the rate}
\begin{equation}
\frac{dH}{dt}=\frac{c\,(n+m)}{L}.
\label{eq:kin}
\end{equation}

\emph{Proof.} A jump $\sigma_i=\pm1$ at the moving position $q_i$ contributes $-\sigma_i\dot q_i$ to $d(\int h\,dx)/dt$, because a rightward motion of an up-jump lowers a strip. An up-step has $\sigma=+1$ and $\dot q=-c$; a down-step has $\sigma=-1$ and $\dot q=+c$. Each contributes $+c$. A newborn island and a closing valley have zero width, so births and annihilations add no area. Division by $L$ gives \eqref{eq:kin}. $\square$

The velocity thus requires the mean number of steps, and for this the stationary law is needed.

\subsection{The forward equation}

Let $p_m(\mathbf x;\mathbf y)$ be the probability density for up-steps at the unordered positions $\mathbf x=\{x_1,\dots,x_n\}$ and down-steps at $\mathbf y=\{y_1,\dots,y_m\}$, with $n=m+N$. Integration over labelled positions counts each configuration $n!\,m!$ times, so the normalization is
\begin{equation}
\sum_{m=0}^{\infty}\frac{1}{(m+N)!\,m!}\int p_m\,d^nx\,d^my=1 .
\label{eq:norm}
\end{equation}

\paragraph{Lemma 2.} \emph{Away from coincidences of steps the density obeys}
\begin{align}
\partial_tp_m={}&c\sum_{i}\frac{\partial p_m}{\partial x_i}
-c\sum_{j}\frac{\partial p_m}{\partial y_j}-GL\,p_m\nonumber\\
&+2c\int_0^L p_{m+1}(\mathbf x,z^+;\mathbf y,z^-)\,dz,
\label{eq:forward}
\end{align}
\emph{and, when an up-step lies immediately to the left of a down-step at $z$, the birth condition}
\begin{equation}
2c\,p_m(\mathbf x,z^-;\mathbf y,z^+)=G\,p_{m-1}(\mathbf x;\mathbf y).
\label{eq:birth}
\end{equation}

\emph{Proof.} Consider a short time $dt$. Without any event, the configuration $(\mathbf x;\mathbf y)$ comes from up-steps at $x_i+c\,dt$ and down-steps at $y_j-c\,dt$. This gives the two transport terms with their signs. The probability that no nucleation occurs is $1-GL\,dt$, which gives the loss term.

The configuration can also arise from one with an additional pair that annihilates during $dt$. Such a pair has its down-step at $y'$ and its up-step at $x'$ with $0<x'-y'<2c\,dt$, since the gap closes at speed $2c$. Integrating $p_{m+1}$ over $x'$ gives a factor $2c\,dt$, and the integral over the place $z$ of the collision remains. This is the last term of \eqref{eq:forward}.

Nucleation populates configurations with a narrow island. A pair born at $z$ a time $s$ ago has its up-step at $x'=z-cs$ and its down-step at $y'=z+cs$, so that $dx'\,dy'=2c\,dz\,ds$. The probability of this birth is $G\,dz\,ds$ times the density $p_{m-1}$ of the other steps. Equating it with $p_m\,dx'\,dy'=2c\,p_m\,dz\,ds$ gives \eqref{eq:birth}. $\square$

\subsection{The stationary law}

\paragraph{Lemma 3.} \emph{With}
\begin{equation}
K=\frac{G}{2c},\qquad \lambda=L\sqrt K=L\sqrt{\frac{G}{2c}},
\end{equation}
\emph{the density $p_m=K^m/Z$, uniform in all positions, is stationary. The number of down-steps then has the law}
\begin{equation}
P(m)=\frac{1}{I_N(2\lambda)}\,\frac{\lambda^{2m+N}}{m!\,(m+N)!},
\label{eq:law}
\end{equation}
\emph{where $I_N$ is the modified Bessel function.}

\emph{Proof.} The density does not depend on the positions, so the transport terms vanish. Loss and gain in \eqref{eq:forward} give
\begin{equation}
-GL\frac{K^m}{Z}+2cL\frac{K^{m+1}}{Z}
=\frac{LK^m}{Z}\,(2cK-G)=0 .
\end{equation}
The birth condition \eqref{eq:birth} reads $2cK^m=GK^{m-1}$, which is again $2cK=G$. One choice of $K$ satisfies both conditions.

The position integrals in \eqref{eq:norm} give $L^{n+m}=L^{2m+N}$. Since $K^mL^{2m+N}=K^{-N/2}\lambda^{2m+N}$,
\begin{equation}
Z=K^{-N/2}\sum_{m=0}^\infty\frac{\lambda^{2m+N}}{m!\,(m+N)!}
=K^{-N/2}I_N(2\lambda),
\end{equation}
where the sum is the power series of $I_N(2\lambda)$. The weight of $m$ divided by this sum is \eqref{eq:law}.

The balance holds to first order in $dt$. Two or more events in $dt$ have total probability of order $dt^2$, because the nucleation rate $GL$ is finite and all moments of \eqref{eq:law} are finite. Over a fixed time there are of order $1/dt$ intervals, and the evolution does not enlarge differences between probability laws. The accumulated error is therefore of order $dt$ and vanishes with it. $\square$

\paragraph{Lemma 4 (uniqueness).} \emph{For given $N$ the ring has no other stationary law, and every initial state converges to it.}

\emph{Proof.} Let two copies with the same $N$ but different steps receive the same nucleations.

Suppose first that no nucleation occurs during a time $L/(2c)$. This has positive probability. If a down-step survived, then $n=m+N\ge m\ge1$, so an up-step would survive too. The gap from that down-step rightwards to that up-step is at most $L$ and closes at speed $2c$, so the two could not both survive. After this quiet time each copy has $N$ up-steps and no down-step. For $N=0$ the copies already agree.

For $N\ge1$ let $N$ nucleations then follow in a space-time cell of width $\varepsilon$ and duration $\varepsilon/c$, each on top of the island made by the one before. Place the cell so that no old step of either copy comes within $2\varepsilon$ of it during the burst. Each of the $2N$ old steps excludes a range of at most $6\varepsilon$ for the centre of the cell, so $\varepsilon=L/(24N)$ leaves room. The probability of such a burst is positive and does not depend on where the cell lies. The new steps do not annihilate one another during the burst, because each island lies on the previous one.

Going right from the burst one meets $N$ new down-steps, then $N$ old up-steps, then $N$ new up-steps. During a second quiet time $L/(2c)$ all down-steps disappear, as shown above. They can reach new up-steps only after the old ones in between are gone, and there are as many old up-steps as down-steps. The $N$ new up-steps are what remains, in both copies at the same places.

The copies thus merge within a fixed time with a probability of at least some $q>0$, whatever their initial states, and then stay together. After $k$ such times they differ with probability at most $(1-q)^k$, which tends to zero. Taking one copy in the stationary law proves the lemma. $\square$

Uniqueness also makes the stationary process ergodic, so the long-time average of $n+m$ equals its mean under \eqref{eq:law}; merging carries this over to any initial state.

\subsection{Velocity and step statistics of the ring}

\paragraph{Theorem 2.} \emph{The stationary velocity of the ring is}
\begin{equation}
v_L=\frac cL\,\frac{2\lambda\,I_N'(2\lambda)}{I_N(2\lambda)} .
\label{eq:vring}
\end{equation}

\emph{Proof.} Here $n+m=2m+N$, and $\lambda\,d/d\lambda$ multiplies $\lambda^{2m+N}$ by $2m+N$. Therefore
\begin{equation}
\langle n+m\rangle=\frac{1}{I_N(2\lambda)}\,\lambda\frac{d}{d\lambda}I_N(2\lambda)
=\frac{2\lambda\,I_N'(2\lambda)}{I_N(2\lambda)},
\end{equation}
the factor 2 coming from the chain rule. Lemma 1 completes the proof. $\square$

The mean number of pairs is simpler. In $\langle nm\rangle$ the factor $m(m+N)$ cancels one factor from each factorial:
\begin{equation}
\langle nm\rangle=\frac{\lambda^2}{I_N(2\lambda)}
\sum_{m=1}^\infty\frac{\lambda^{2(m-1)+N}}{(m-1)!\,(m-1+N)!}=\lambda^2 .
\label{eq:nm}
\end{equation}
Annihilations occur at the mean rate $2c\langle nm\rangle/L=2c\lambda^2/L=GL$, which is the nucleation rate, as stationarity demands.

For given $n$ and $m$ all positions are independent and uniform. In a window of width $w$ the numbers $k_+$ and $k_-$ of up- and down-steps therefore satisfy
\begin{equation}
\langle k_+k_-\rangle=\frac{w^2}{L^2}\langle nm\rangle=\frac{Gw^2}{2c}.
\label{eq:window}
\end{equation}
The window is empty with probability $\langle(1-w/L)^{2m+N}\rangle$. The power merges with $\lambda^{2m+N}$, and the sum gives
\begin{equation}
P_{\rm empty}=\frac{I_N\!\left(2\lambda(1-w/L)\right)}{I_N(2\lambda)} .
\label{eq:empty}
\end{equation}

These results were tested by following every step and collision for $10^5$ nucleations with $G=1$, $c=2$ and $L=10$ in model units, so that $\lambda=5$. The simulation began with $N$ equally spaced up-steps. For $N=0$, 3 and 12 it gave the velocities $1.890\pm0.007$, $1.999\pm0.005$ and $3.088\pm0.003$ (standard errors). Equation \eqref{eq:vring} gives 1.897, 1.995 and 3.084. The infinite-line values 2.000, 2.088 and 3.124 are distinctly larger.

For $N=3$ and $w=2$ the simulated $\langle k_+k_-\rangle$ was 1.002 against 1 from \eqref{eq:window}, and the window was empty with probability 0.134, in agreement with \eqref{eq:empty}. The total variation distance, half the sum of the absolute differences of two probability laws, was 0.002 between the simulated distribution of $m$ and \eqref{eq:law}. It was 0.096 for a Poisson law with the same mean as \eqref{eq:law}. On a small ring the fixed difference $n-m$ visibly narrows the distribution.

\section{The infinite line, the velocity formula and its use}

\subsection{Symbols and results carried over}

Islands nucleate at rate $G$ per length and time. Up-steps move left and down-steps right at speed $c$, and meeting pairs annihilate. A ring of length $L$ has $n$ up-steps and $m$ down-steps; their difference $N=n-m\ge0$ is conserved and sets the tilt $u=N/L$. With $\lambda=L\sqrt{G/(2c)}$, four results of the first half are needed:
\begin{align}
&P(m)\propto\frac{\lambda^{2m+N}}{m!\,(m+N)!}, &
&\langle nm\rangle=\lambda^2,\nonumber\\
&v_L=\frac cL\langle n+m\rangle, &
&\langle n+m\rangle=\frac{2\lambda I_N'(2\lambda)}{I_N(2\lambda)} .
\label{eq:recall}
\end{align}
For given $n$ and $m$ the steps are placed independently and uniformly. The claim to be proved is that the infinite line has independent Poisson steps and the velocity $v=\sqrt{2Gc+c^2u^2}$.

For a ring of any length, the unique stationary law of the steps and the exact growth velocity are now established. It remains to let the ring grow without limit, which will prove the independent Poisson steps and the velocity formula of Theorem 1, and then to examine the formula's limiting cases and its use for a real crystal edge.
